# Congruent Evaporation of a Precursor–Donor Liquid with a Volatile 1:1 Adduct: verification in Python

```python
# Result under test: a liquid of acceptor A, donor D and adduct C = AD
# evaporates congruently at the overall A fraction
#   X* = (S - 1/r)/(2 S - r - 1/r), S = sqrt(1+K), r = sqrt((d-c)/(a-c)),
# where a, d, c are pure-species vapour pressures and K = xC/(xA xD).
# It exists (for a != d) only if c is outside [min(a,d), max(a,d)] and
# K * distance(c, nearer end) > |a-d|. X and Y are the overall A fractions
# of liquid and vapour; an intact adduct counts as one A plus one D.
import numpy as np
from scipy.constants import R, torr
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar


def speciate(X, K):
    kappa = K / (1 + K)
    extent = (1 - np.sqrt(1 - 4 * kappa * X * (1 - X))) / 2
    return np.array([X - extent, 1 - X - extent, extent]) / (1 - extent)


def overall_fraction(amounts):
    A, D, C = amounts
    return (A + C) / (A + D + 2 * C)


def partial_pressures(X, pure, K):
    x = speciate(X, K)
    return np.array([pure[i] * x[i] for i in range(3)])


def vapour_fraction(X, pure, K):
    return overall_fraction(partial_pressures(X, pure, K))


def total_pressure(X, pure, K):
    return partial_pressures(X, pure, K).sum(axis=0)


def congruent_root(pure, K):
    return brentq(lambda X: vapour_fraction(X, pure, K) - X,
                  1e-4, 1 - 1e-4, xtol=1e-13)


def congruent_formula(pure, K):
    a, d, c = pure
    S = np.sqrt(1 + K)
    r = np.sqrt((d - c) / (a - c))
    return (S - 1 / r) / (2 * S - r - 1 / r)


def pressure_formula(pure, K):
    a, d, c = pure
    alpha, delta = a - c, d - c
    root = np.sign(alpha) * 2 * np.sqrt((1 + K) * alpha * delta)
    return c + (root - alpha - delta) / K


def gibbs_speciation(X, standard_mu):
    # Minimize G/RT directly over the amount of adduct.
    def energy(extent):
        n = np.array([X - extent, 1 - X - extent, extent])
        return np.sum(n * (standard_mu + np.log(n / n.sum())))
    top = min(X, 1 - X)
    best = minimize_scalar(energy, bounds=(1e-12, top - 1e-12),
                           method="bounded", options={"xatol": 1e-11})
    n = np.array([X - best.x, 1 - X - best.x, best.x])
    return n / n.sum()


def residue(start, remaining, pure, K):
    result = solve_ivp(lambda t, y: [vapour_fraction(y[0], pure, K) - y[0]],
                       (0, np.log(remaining)), [start],
                       rtol=1e-9, atol=1e-11)
    assert result.success
    return result.y[0, -1]


# Rough inputs in the regime of trimethylgallium (A) and diethyl ether (D).
T = 298.0
pure = np.array([230.0, 530.0, 20.0])  # Torr
K = 50.0
Xstar = congruent_formula(pure, K)
Pstar = pressure_formula(pure, K)
x = speciate(Xstar, K)
p = partial_pressures(Xstar, pure, K)
threshold = abs(pure[0] - pure[1]) / (min(pure[:2]) - pure[2])
K_gas = K * pure[2] / (pure[0] * pure[1])

# Formula against a root found from the definition of congruence.
assert abs(Xstar - congruent_root(pure, K)) < 1e-9
assert abs(Pstar - p.sum()) < 1e-8

# Speciation in liquid and vapour against Gibbs-energy minimization.
mu_liquid = np.array([0.0, 0.0, -np.log(K)])
for trial in (0.2, 0.5, Xstar, 0.8):
    assert np.allclose(gibbs_speciation(trial, mu_liquid),
                       speciate(trial, K), atol=2e-6)
    pt = partial_pressures(trial, pure, K)
    mu_gas = mu_liquid + np.log(pt.sum() / pure)
    y_gibbs = gibbs_speciation(overall_fraction(pt), mu_gas)
    assert np.allclose(y_gibbs, pt / pt.sum(), atol=2e-6)
    gas_constant = y_gibbs[2] / (y_gibbs[0] * y_gibbs[1] * pt.sum())
    assert abs(gas_constant / K_gas - 1) < 1e-4

# Factorized composition difference against direct vapour composition.
grid = np.linspace(0.01, 0.99, 99)
xg = speciate(grid, K)
pg = partial_pressures(grid, pure, K)
alpha, delta = pure[0] - pure[2], pure[1] - pure[2]
factor = alpha * (1 + K * xg[0]) - delta * (1 + K * xg[1])
difference = xg[0] * xg[1] * factor / ((1 + xg[2]) * (pg.sum(axis=0) + pg[2]))
assert np.allclose(difference, overall_fraction(pg) - grid, atol=1e-12)

# Existence and uniqueness on random cases, by counting sign changes.
rng = np.random.default_rng(7)
scan = np.linspace(1e-4, 1 - 1e-4, 1501)
found = absent = 0
for _ in range(500):
    trial_pure = 10 ** rng.uniform(0, 3, 3)
    trial_K = 10 ** rng.uniform(-1, 3)
    a, d, c = trial_pure
    gap = max(min(a, d) - c, c - max(a, d))
    strength = trial_K * gap / abs(a - d)
    if abs(strength - 1) < 0.02:
        continue  # root too close to an end for the finite scan
    sign = np.sign(vapour_fraction(scan, trial_pure, trial_K) - scan)
    changes = np.count_nonzero(sign[1:] * sign[:-1] < 0)
    if strength > 1:
        # A scan point can coincide with the root to machine precision.
        assert changes == 1 or np.count_nonzero(sign == 0) == 1
        assert abs(congruent_root(trial_pure, trial_K)
                   - congruent_formula(trial_pure, trial_K)) < 1e-7
        found += 1
    else:
        assert changes == 0
        absent += 1
assert found > 50 and absent > 50

# Pressure extrema and the fate of the residue, for both possible signs.
low = minimize_scalar(lambda X: total_pressure(X, pure, K),
                      bounds=(0.01, 0.99), method="bounded",
                      options={"xatol": 1e-10})
assert abs(low.x - Xstar) < 1e-5
volatile = np.array([100.0, 150.0, 400.0])
Xmax = congruent_formula(volatile, K)
high = minimize_scalar(lambda X: -total_pressure(X, volatile, K),
                       bounds=(0.01, 0.99), method="bounded",
                       options={"xatol": 1e-10})
assert abs(high.x - Xmax) < 1e-5
assert abs(-high.fun - pressure_formula(volatile, K)) < 1e-6
for shift in (-0.02, 0.02):
    assert abs(residue(Xstar + shift, 0.1, pure, K) - Xstar) < abs(shift)
    assert abs(residue(Xmax + shift, 0.5, volatile, K) - Xmax) > abs(shift)
residue_equal = residue(0.5, 0.1, pure, K)
residue_rich = residue(0.7, 0.1, pure, K)

# Equal free-species pressures and the strong-binding limit.
for adduct_pressure in (1.0, 20.0, 400.0):
    assert abs(congruent_root([200.0, 200.0, adduct_pressure], K) - 0.5) < 1e-9
r = np.sqrt(delta / alpha)
strong_K = 1e6
strong_shift = congruent_root(pure, strong_K) - 0.5
assert abs(strong_shift / ((r - 1 / r) / (4 * np.sqrt(strong_K))) - 1) < 0.005

# Omission of intact adduct from the vapour.
without = np.array([pure[0], pure[1], 0.0])
X_without = congruent_root(without, K)
P_without = total_pressure(X_without, without, K)

# Free evaporation: molecular flux is proportional to pressure/sqrt(mass).
mass = np.array([115.0, 74.0, 189.0])  # g/mol, rounded
weighted = pure / np.sqrt(mass)
X_free = congruent_root(weighted, K)
assert abs(X_free - congruent_formula(weighted, K)) < 1e-9
step = 1e-4
free_slope = (total_pressure(X_free + step, pure, K)
              - total_pressure(X_free - step, pure, K)) / (2 * step)
assert abs(free_slope) > 1.0


# Liquid non-ideality: one regular-solution energy W for all unlike pairs.
def real_liquid_pressures(X, W):
    w = W / (R * T)

    def state(extent):
        n = np.array([X - extent, 1 - X - extent, extent])
        y = n / n.sum()
        activity = y * np.exp(w * (1 - y - (1 - np.sum(y * y)) / 2))
        return activity

    def imbalance(extent):
        A, D, C = state(extent)
        return np.log(C / (K * A * D))
    extent = brentq(imbalance, 1e-12, min(X, 1 - X) - 1e-12, xtol=1e-14)
    return pure * state(extent)


W = 1000.0  # J/mol, rough size
X_real = {}
for energy in (-W, W):
    root = brentq(lambda X: overall_fraction(real_liquid_pressures(X, energy))
                  - X, 0.05, 0.95, xtol=1e-12)
    slope = (real_liquid_pressures(root + step, energy).sum()
             - real_liquid_pressures(root - step, energy).sum()) / (2 * step)
    assert abs(slope) < 0.1  # finite-difference error, Torr per unit fraction
    X_real[energy] = (root, real_liquid_pressures(root, energy).sum())

# Gas non-ideality: common second virial coefficient for all pairs.
B = -1.5e-3  # m3/mol, rough size
P_gas = Pstar
for _ in range(60):
    effective = pure * np.exp(B * (pure - P_gas) * torr / (R * T))
    X_gas = congruent_root(effective, K)
    new_pressure = total_pressure(X_gas, effective, K)
    change = abs(new_pressure - P_gas)
    P_gas = new_pressure
assert change < 1e-8

# Temperature effect with rough constant enthalpies.
H_vap = np.array([33e3, 27e3, 45e3])  # J/mol
H_assoc = -25e3  # J/mol in the liquid


def at_temperature(temperature):
    inverse = 1 / temperature - 1 / T
    pressures = pure * np.exp(-H_vap * inverse / R)
    constant = K * np.exp(-H_assoc * inverse / R)
    X = congruent_root(pressures, constant)
    return constant, X, total_pressure(X, pressures, constant)


print(f"Temperature: {T:.0f} K")
print(f"Pure vapour pressure of A: {pure[0]:.0f} Torr")
print(f"Pure vapour pressure of D: {pure[1]:.0f} Torr")
print(f"Pure vapour pressure of undissociated C: {pure[2]:.0f} Torr")
print(f"Liquid association constant K: {K:.0f} (dimensionless)")
print(f"Threshold K for congruence: {threshold:.3f} (dimensionless)")
print(f"Gas association constant: {K_gas:.5f} 1/Torr")
print(f"alpha = a-c: {alpha:.0f} Torr; delta = d-c: {delta:.0f} Torr")
print(f"S: {np.sqrt(1+K):.4f}; r: {r:.4f} (dimensionless)")
print(f"u: {1+K*x[0]:.4f}; v: {1+K*x[1]:.4f} (dimensionless)")
print(f"Congruent overall A fraction X*: {Xstar:.4f} (dimensionless)")
print(f"Congruent ratio nA/nD: {Xstar/(1-Xstar):.4f} (dimensionless)")
for name, fraction, pressure in zip("ADC", x, p):
    print(f"{name}: liquid mole fraction {fraction:.4f}; "
          f"partial pressure {pressure:.2f} Torr")
print(f"Congruent total pressure: {Pstar:.2f} Torr = {Pstar*torr/1000:.2f} kPa")
print(f"Intact C share of vapour molecules: {100*p[2]/p.sum():.1f} %")
print(f"Share of vapour A carried by intact C: {100*p[2]/(p[0]+p[2]):.1f} %")
print(f"Vapour A fraction over 1:1 liquid: "
      f"{vapour_fraction(0.5, pure, K):.4f} (dimensionless)")
print(f"Total pressure over 1:1 liquid: {total_pressure(0.5, pure, K):.2f} Torr")
print(f"Residue X after 90 % evaporation from X=0.5: {residue_equal:.4f}")
print(f"Residue X after 90 % evaporation from X=0.7: {residue_rich:.4f}")
print(f"Without intact C in vapour: X*={X_without:.4f}, P={P_without:.2f} Torr")
print(f"Random tests: {found} with and {absent} without a congruent point")
print(f"Pressure-maximum test case: a={volatile[0]:.0f}, d={volatile[1]:.0f}, "
      f"c={volatile[2]:.0f} Torr")
print(f"Pressure-maximum test result: X*={Xmax:.4f}, P={-high.fun:.2f} Torr")
print(f"Molar masses A, D, C: {mass[0]:.0f}, {mass[1]:.0f}, {mass[2]:.0f} g/mol")
print(f"Free evaporation: X*={X_free:.4f}, dP/dX={free_slope:.1f} Torr")
for energy, (composition, pressure) in X_real.items():
    print(f"Liquid interaction {energy/1000:+.1f} kJ/mol: "
          f"X*={composition:.4f}, P={pressure:.2f} Torr")
print(f"Gas virial coefficient {B*1e6:.0f} cm3/mol: "
      f"X*={X_gas:.4f}, P={P_gas:.2f} Torr")
print(f"Vaporization enthalpies A, D, C: {H_vap[0]/1000:.0f}, "
      f"{H_vap[1]/1000:.0f}, {H_vap[2]/1000:.0f} kJ/mol")
print(f"Liquid association enthalpy: {H_assoc/1000:.0f} kJ/mol")
for temperature in (283.0, 313.0):
    constant, composition, pressure = at_temperature(temperature)
    print(f"At {temperature:.0f} K: K={constant:.1f}, "
          f"X*={composition:.4f}, P={pressure:.2f} Torr")
for constant in (10.0, 200.0):
    print(f"With K={constant:.0f} at {T:.0f} K: "
          f"X*={congruent_root(pure, constant):.4f}, "
          f"P={pressure_formula(pure, constant):.2f} Torr")
print("OK")
```

Output:

```
Temperature: 298 K
Pure vapour pressure of A: 230 Torr
Pure vapour pressure of D: 530 Torr
Pure vapour pressure of undissociated C: 20 Torr
Liquid association constant K: 50 (dimensionless)
Threshold K for congruence: 1.429 (dimensionless)
Gas association constant: 0.00820 1/Torr
alpha = a-c: 210 Torr; delta = d-c: 510 Torr
S: 7.1414; r: 1.5584 (dimensionless)
u: 11.1291; v: 4.5826 (dimensionless)
Congruent overall A fraction X*: 0.5379 (dimensionless)
Congruent ratio nA/nD: 1.1642 (dimensionless)
A: liquid mole fraction 0.2026; partial pressure 46.59 Torr
D: liquid mole fraction 0.0717; partial pressure 37.98 Torr
C: liquid mole fraction 0.7258; partial pressure 14.52 Torr
Congruent total pressure: 99.08 Torr = 13.21 kPa
Intact C share of vapour molecules: 14.6 %
Share of vapour A carried by intact C: 23.8 %
Vapour A fraction over 1:1 liquid: 0.3508 (dimensionless)
Total pressure over 1:1 liquid: 108.44 Torr
Residue X after 90 % evaporation from X=0.5: 0.5379
Residue X after 90 % evaporation from X=0.7: 0.5381
Without intact C in vapour: X*=0.5355, P=84.53 Torr
Random tests: 234 with and 266 without a congruent point
Pressure-maximum test case: a=100, d=150, c=400 Torr
Pressure-maximum test result: X*=0.4926, P=332.77 Torr
Molar masses A, D, C: 115, 74, 189 g/mol
Free evaporation: X*=0.5484, dP/dX=99.2 Torr
Liquid interaction -1.0 kJ/mol: X*=0.5460, P=93.13 Torr
Liquid interaction +1.0 kJ/mol: X*=0.5286, P=104.36 Torr
Gas virial coefficient -1500 cm3/mol: X*=0.5368, P=97.37 Torr
Vaporization enthalpies A, D, C: 33, 27, 45 kJ/mol
Liquid association enthalpy: -25 kJ/mol
At 283 K: K=85.4, X*=0.5322, P=41.15 Torr
At 313 K: K=30.8, X*=0.5438, P=217.32 Torr
With K=10 at 298 K: X*=0.6034, P=165.08 Torr
With K=200 at 298 K: X*=0.5175, P=62.80 Torr
OK
```
